# Fluctuations of the step bordering an equilibrium facet

**Q.** A crystal facet ends at a step. You want the thermal width of that step's position. Where could the crystal size enter? A step has a stiffness and a temperature, and neither knows how large the crystal is.

**A.** Size enters through the force on the step. Put $y$ along the local edge and $x$ across it, with the facet on the side of small $x$ and the descending steps at larger $x$. A step at angle $\theta$ to the $y$ axis has line tension $\beta(\theta)$. With $x'=dx/dy=\tan\theta$, its energy per unit $y$ is

$$\beta(\theta)\sqrt{1+x'^2}\simeq\left(\beta+\beta'x'+\tfrac12\beta''x'^2\right)\left(1+\tfrac12x'^2\right)\simeq\beta+\beta'x'+\tfrac12Bx'^2,\qquad B=\beta+\beta''.$$

The term $\beta'x'$ integrates to an endpoint contribution and drops out. $B$ is the stiffness.

The crystal has a given volume. Its Lagrange multiplier rewards each added piece of layer with an energy $F$ per area, so $F$ is an outward force per length of step. The weight of a path is therefore

$$\exp\left\{-\frac1{kT}\int dy\left[\tfrac12Bx'^2-Fx\right]\right\}.$$

Over a short length $dy$ the first term is a Gaussian in the displacement, with variance $kT\,dy/B$. Averaging a smooth function $\psi$ over it gives $\psi+\frac{kT}{2B}\psi''dy$. The force multiplies this by $1+Fx\,dy/kT$. The transfer operator is thus $1-H\,dy$, with

$$H=-\Gamma\frac{\partial^2}{\partial x^2}-\frac{F}{kT}x,\qquad \Gamma=\frac{kT}{2B}.$$

**Q.** That operator pushes a step outward without limit. What holds it?

**A.** The steps further out do. Steps may not cross, and for now they have no other interaction. Take $N$ paths with ordered starting and end points, and form the determinant of their one-path weights. Each permutation of the end points enters with its sign. If two paths meet, exchanging their tails at the first meeting leaves the weight unchanged and reverses the sign, so all crossing configurations cancel. The determinant is the weight of the non-crossing paths.

Hence the many-step operator is a sum of one-step operators acting on antisymmetric functions: the steps are free fermions, with $y$ as imaginary time. Over a long edge the transfer operator projects onto its ground state $\Psi$, in which the lowest one-step states are filled. At a point far from both ends, the probability of a configuration is $\Psi^2$.

Fermi pressure supplies the restoring force. At step density $\rho$ the wavenumbers fill $|k|<\pi\rho$, and the free energy per area is

$$f(\rho)=\beta\rho+kT\,\Gamma\int_{-\pi\rho}^{\pi\rho}\frac{dk}{2\pi}k^2
=\beta\rho+\frac{\pi^2(kT)^2}{6B}\rho^3.$$

**Q.** You have drawn straight steps, but a facet on a compact crystal has a curved edge. Surely some of $F$ is spent on bending it.

**A.** Half of it, as the equilibrium shape shows. Let $z(\mathbf r)$ be the height in units of one step, and $\boldsymbol\rho=-\nabla z$ the vector step density. Minimize $\int d^2r\,[f(\boldsymbol\rho)-Fz]$. A variation $\delta z$ gives, after integration by parts,

$$\int d^2r\left[\nabla\cdot\frac{\partial f}{\partial\boldsymbol\rho}-F\right]\delta z=0,
\qquad\text{solved by}\qquad \frac{\partial f}{\partial\boldsymbol\rho}=\frac F2\mathbf r,$$

because $\nabla\cdot\mathbf r=2$ in the plane. This is the Wulff shape, with the origin at its centre.

At the facet edge $\rho\to0$. Let $\theta$ now be the direction of the outward normal $\mathbf n$, and $\mathbf t$ the tangent, so that $\mathbf n'=\mathbf t$ and $\mathbf t'=-\mathbf n$. The gradient of $\beta(\theta)\rho$ is $\beta\mathbf n+\beta'\mathbf t$, and therefore

$$\mathbf r_e=\frac2F(\beta\mathbf n+\beta'\mathbf t),\qquad
\frac{d\mathbf r_e}{d\theta}=\frac2F(\beta+\beta'')\mathbf t.$$

The length of the last vector is the radius of curvature:

$$R=\frac{2B}{F}.$$

Now remove the mean curvature by writing $x=\xi-y^2/(2R)$ for every step. This common shift does not change their order. The energy density becomes

$$\tfrac12B\xi'^2-\frac BR y\xi'+\frac{By^2}{2R^2}-F\xi+\frac{Fy^2}{2R}.$$

Integrating the second term by parts gives $+(B/R)\xi$ and an endpoint term. The terms in $y^2$ do not depend on the path. What remains is $\frac12B\xi'^2-F_{\rm eff}\xi$, with

$$F_{\rm eff}=F-\frac BR=\frac BR=\frac F2 .$$

**Q.** Can the fermion picture and the macroscopic shape both be right about the steps behind the edge?

**A.** They give the same density. Let $x_e$ be the classical edge and $d$ the distance behind it. In the fermion picture the local Fermi wavenumber obeys $\Gamma k_F^2=F_{\rm eff}d/kT$, and with $\rho=k_F/\pi$

$$\rho^2=\frac{2BF_{\rm eff}\,d}{\pi^2(kT)^2}.$$

For the shape, move outward along the normal. To leading order in $d/R$ the normal component of the Wulff equation is $\beta+\pi^2(kT)^2\rho^2/(2B)=\beta+Fd/2$. This gives $\rho^2=BFd/[\pi^2(kT)^2]$, the same result because $F_{\rm eff}=F/2$. With the full force $F$ the density would have been too large by $\sqrt2$.

**Q.** A smooth density profile that vanishes at $x_e$ does not tell me how far the first step strays.

**A.** The one-step operator sets that distance. Write $\xi=x_e-wu$, so that $u$ grows toward the facet. Measured from the Fermi level,

$$H-\mu=-\frac{\Gamma}{w^2}\frac{\partial^2}{\partial u^2}+\frac{F_{\rm eff}w}{kT}u .$$

Choose $w$ so that the two coefficients are equal:

$$w^3=\frac{\Gamma kT}{F_{\rm eff}}=\frac{(kT)^2}{2BF_{\rm eff}}=\frac{(kT)^2R}{2B^2}.$$

No length but $w$ is left in the problem across the steps. At fixed temperature the Wulff equation depends on position only through $F\mathbf r$, so crystals of different size $\ell$ have the same shape and $R\propto\ell$. The width of the edge therefore scales as $\ell^{1/3}$.

**Q.** I expected $\ell^{1/2}$. A wandering line of length $\ell$ has a mean square displacement proportional to $\ell$.

**A.** It wanders freely over a much shorter length. Over a distance $y$ the free step strays by $w$, where $w^2\sim kTy/B$. The equilibrium edge itself falls back by about $y^2/R$ over that distance. Once the two are comparable, bending and the pressure of the neighbours matter as much as wandering. Setting $y\sim\sqrt{wR}$ in the first relation gives $w^3\sim(kT/B)^2R$, which is the formula above without its factor of one half.

The operator gives the unit of length along the edge, the inverse of its common coefficient:

$$\ell_y=\frac{w^2}{\Gamma}=\frac{2Bw^2}{kT}=\sqrt{2Rw}\propto\ell^{2/3}.$$

The last form follows on squaring and inserting $w^3$.

**Q.** Does the exponent depend on the edge being curved?

**A.** No. Take a long ridge whose facet is a strip with straight edges at $\pm x_e$. The shape equation is now one-dimensional, $\partial f/\partial\rho=Fx$, so the edge lies at $x_e=\beta/F$. Nothing is spent on bending, and $F_{\rm eff}=F$. The same scale argument gives

$$w^3=\frac{(kT)^2}{2BF}=\frac{(kT)^2x_e}{2B\beta}.$$

The width again grows as the cube root of the size. For isotropic line tension $B=\beta$, and a strip of half-width $x_e$ has the same $w$ as a round facet of radius $R=x_e$.

**Q.** So far you have a scale. I want the standard deviation.

**A.** In units of $\Gamma/w^2$ the one-step equation is $(-\partial_u^2+u)\phi=\varepsilon\phi$, with solutions $\mathrm{Ai}(u-\varepsilon)$ that decay into the facet. The filled states have $\varepsilon=-s<0$, and the projector onto them is the Airy kernel

$$K(u,v)=\int_0^\infty ds\,\mathrm{Ai}(u+s)\,\mathrm{Ai}(v+s).$$

Let $q(u)=0$ for $u>a$ and $1$ otherwise. The probability that no step lies beyond $a$ is the average of $\prod_jq(u_j)$. For $N$ filled states, $\Psi=\det[\phi_i(u_j)]/\sqrt{N!}$. When both determinants in $\Psi^2$ are expanded, each relative permutation appears $N!$ times, so

$$P(a)=\det\left[\int du\,\phi_iq\,\phi_j\right]=\det\left[\delta_{ij}-\int_a^\infty du\,\phi_i\phi_j\right]=\det(1-K)_{(a,\infty)}.$$

The last step uses $\det(1-MM^T)=\det(1-M^TM)$, where $M$ holds the filled states restricted to $u>a$. As $N$ grows the kernel becomes the Airy kernel, and $P(a)$ is the Tracy–Widom distribution of the Gaussian unitary ensemble. Calling its variable $\chi$, we have

$$x_1=x_e-w\chi .$$

Evaluating the determinant by Gauss–Legendre quadrature and integrating the distribution gives $\langle\chi\rangle=-1.771$ and a variance of $0.813$. Therefore

$$\operatorname{std}(x_1)=0.902\left[\frac{(kT)^2R}{2B^2}\right]^{1/3}.$$

The mean position lies $1.77w$ behind the classical edge, on the stepped side.

**Q.** Real steps move by atomic rows. Does the exponent survive that?

**A.** It emerges as $w$ becomes large compared with a row. Let a step hop by one row at unit rate per unit length in each direction, so $\Gamma=1$, and let $F_{\rm eff}/kT=1/S$ per row. Then $w=S^{1/3}$ rows. I diagonalized the one-step matrix and evaluated the determinant for each of four sizes:

| $S$ | std (rows) | std$/w$ |
|---|---|---|
| 50 | 3.291 | 0.8932 |
| 100 | 4.161 | 0.8964 |
| 200 | 5.254 | 0.8984 |
| 400 | 6.629 | 0.8996 |

The fitted exponent is 0.337. Its small excess over $1/3$ corresponds to the slow rise of the last column toward 0.902.

**Q.** And along the edge? You have shown a unit of length, not a loss of correlation.

**A.** The same expansion of determinants works for two positions a distance $y$ apart. Let $q_a$ and $q_b$ exclude steps beyond $a$ at the first position and beyond $b$ at the second. With one-step energies $\varepsilon_i$ and filled states $i,j$,

$$P(a,b)=\det\left[e^{y\varepsilon_i}\langle\phi_i|q_a e^{-yH}q_b|\phi_j\rangle\right].$$

The covariance of $x_1$ at the two places is the sum over rows $a,b$ of $P(a,b)-P(a)P(b)$, because a position is a sum of indicators of the rows lying in front of it. In the row model the correlation coefficient at $y=\ell_y$ is 0.370 for $S=64$ and 0.372 for $S=343$. The two sizes agree once $y$ is measured in $\ell_y$. At $y=0.05\,\ell_y$ and $S=343$, the variance of the difference in position is 0.95 of the free value $kTy/B$, so on that scale the step wanders almost freely.

**Q.** Put in a material.

**A.** Take a lead crystallite with a round (111) facet at 400 K. The inputs are rough: radius $R=250$ nm, stiffness $B=0.3$ eV/nm and lattice constant 0.495 nm. With $kT=0.03447$ eV,

$$w^3=\frac{(0.03447)^2\times250}{2\times(0.3)^2}\ \text{nm}^3=1.65\ \text{nm}^3,\qquad w=1.18\ \text{nm}.$$

The standard deviation is $0.902\times1.182=1.07$ nm, or 3.5 close-packed rows of spacing 0.303 nm. For steps that only avoid crossing, the mean offset behind the classical edge is 2.1 nm. The length along the edge is $\ell_y=\sqrt{2\times250\times1.18}\approx24$ nm.

The force is $F=2\times0.3/250=0.0024$ eV/nm². With 0.106 nm² per atom in the layer, this is 0.25 meV per atom, less than a hundredth of $kT$. Such a weak drive can confine the step because it acts on the many atoms along $\ell_y$.

With temperature and stiffness held fixed, an eightfold change of radius changes the width by two: 0.53 nm at 31 nm, 1.07 nm at 250 nm and 2.13 nm at 2000 nm. These are continuum values. At 31 nm $w$ is only about two rows, and the row model above gives a width 3 to 4% smaller.

**Q.** Steps on metals repel elastically. That spoils the free fermions.

**A.** It spoils the amplitude and the distribution, but not the exponent. Let each pair have energy $A/x^2$ per length. In the operator this is

$$\frac{A}{kT\,x^2}=\Gamma\,\frac{2\lambda(\lambda-1)}{x^2},\qquad \lambda(\lambda-1)=\frac{AB}{(kT)^2}.$$

Setting $x=wu$ multiplies it by $1/w^2$, as it does the wandering term. The relation $R=2B/F$ is unchanged too, since it came from the limit $\rho\to0$. Hence $\operatorname{std}(x_1)=c(\lambda)\,w$ with the same $w$.

To find $c(\lambda)$, replace the linear potential by a trap $x^2/4$, with $\Gamma=1$, whose edge is locally linear. Try

$$\Psi=\prod_{i<j}|x_i-x_j|^\lambda\,e^{-\sum_ix_i^2/4}.$$

Differentiating $\ln\Psi$, with the three-body cross terms cancelling in the sum, gives

$$-\sum_i\frac{\partial_i^2\Psi}{\Psi}=\text{const}-\sum_i\frac{x_i^2}4-\sum_{i<j}\frac{2\lambda(\lambda-1)}{(x_i-x_j)^2}.$$

Adding the trap and the repulsion leaves a constant. $\Psi$ is therefore an eigenstate, and since it has no sign change for ordered steps it is the ground state. $\Psi^2$ is the eigenvalue distribution of a beta ensemble with index $2\lambda$, which can be sampled with random tridiagonal matrices. Its density is a semicircle of radius $x_N=2\sqrt{N\lambda}$; the potential slope there is $x_N/2$, so $w=(2/x_N)^{1/3}$.

For a rough $A=0.01$ eV nm, the example has $AB/(kT)^2=2.5$ and $\lambda=2.17$. From 4000 samples each, $c=1.03$ for 800 steps and $1.05$ for 100. The same sampling without repulsion gives 0.92 for 800 steps, 2% above the determinant's 0.902; the sampling error of each value is about 1%. Repulsion thus raises the width by 12% relative to the sampled free value, or 14% relative to the determinant's, to roughly 1.2 nm. The mean position is more sensitive: its offset behind the classical edge grows from $1.77w$ to about $3.5w$, or from 2.1 to about 4.1 nm.

**Q.** How far should I trust the nanometre figure for an actual crystallite?

**A.** To within a factor of about two, because the stiffness is only roughly known. At fixed $T$ and $R$, halving $B$ gives 1.7 nm and doubling it gives 0.67 nm. Elastic repulsion, which real steps have and the free-fermion amplitude omits, moves the number by the 12 to 14% just found if $A=0.01$ eV nm; a tenfold larger $A$ would raise the width by about a third. Discrete rows lower it by about 1% in the row model above; the exact amount depends on how kinks are distributed along the step. The edge turns by $\ell_y/R$, or 5.6°, over one unit of length, so the stiffness must vary little over that angle. The perimeter holds 65 such units, which supports the use of the ground state.

**Q.** When does the cube root itself fail?

**A.** The derivation needs $R\gg\ell_y$ and $w$ larger than a row. It also needs a finite, smooth stiffness. At low temperature the edge may develop nearly straight segments where $B$ is very large; $w$ then falls to a row spacing and the continuum description ends. Above the facet's roughening temperature there is no facet edge to describe. Attraction strong enough to bind steps together bunches them, and the cubic law for $f$ then fails; a weaker short-range attraction leaves the cubic term unchanged at low step density. The crystal must also have had time to equilibrate, which a growing or recently cooled crystallite may not have. Finally, the law concerns thermal fluctuations about a fixed equilibrium edge, so drift of the crystallite or of the instrument has to be subtracted before a measured width is compared with it. Subtracting the facet's own mean position and size from every image goes further and removes part of the thermal signal: about a tenth of the variance in the lead example, estimated from the correlations of the row model.

Numbers in the example were calculated in double precision.
